\section*{Equivalent isothermal time of a spike anneal for parabolic silicide growth}

\section{A short stay near the peak}

In a model spike anneal with its peak at 350~$^\circ$C, a wafer spends 2.79~s within 50~K of the peak. A silicide layer whose growth has an activation energy of 1.5~eV then grows as much as it would in 1.48~s at the peak temperature itself. What sets this second time, and how can it be estimated from the shape of the peak?

Let $T_p$ be the peak temperature, $E$ the activation energy and $k$ Boltzmann's constant. Near the peak, a small temperature drop $\delta$ raises $E/kT$ by about $E\delta/(kT_p^2)$. The growth rate therefore falls by a factor $e$ when the temperature drops by
\begin{equation}
\theta=\frac{kT_p^2}{E}.
\end{equation}
Here $kT_p=0.0537$~eV and $T_p=623.15$~K, so $\theta=0.0537\times623.15/1.5=22.3$~K. This temperature scale, rather than 50~K, decides what counts as near the peak.

If the top of the spike is a parabola, $\delta=ct^2/2$ with $c=-T''(0)>0$, the drop reaches $\theta$ at $|t|=\sqrt{2\theta/c}$. Counting full growth between these two instants and none outside gives
\begin{equation}
t_{\rm eq}\sim2\sqrt{\frac{2\theta}{c}} .
\end{equation}
For $c=80$~K/s$^2$ this is $2\sqrt{2\times22.3/80}=1.49$~s. The scaling holds when the rounded top is wide on the scale $\theta$, which is only roughly true here, and the close agreement with 1.48~s is partly luck. The rectangle has a larger area than the curve it replaces, and the cooling flank of the model spike, which bends into a straight ramp and falls more slowly than the parabola, adds growth that the parabola misses. The derivation below separates these effects.

\section{From the growth law to a time integral}

When transport through the layer limits growth, the flux is inversely proportional to the thickness $x$. With the convention that the growth constant $K$ multiplies time in $x^2$,
\begin{equation}
\frac{dx}{dt}=\frac{K(T)}{2x},\qquad
\frac{d(x^2)}{dt}=K(T),\qquad K(T)=K_0e^{-E/kT}.
\end{equation}
The prefactor $K_0$ and $E$ are taken as constant. The second equation follows from the first on multiplying by $2x$. Its right-hand side does not contain $x$, so it integrates directly from a starting thickness $x_0$:
\begin{equation}
x^2=x_0^2+K(T_p)\,t_{\rm eq},\qquad
t_{\rm eq}=\int\frac{K(T(t))}{K(T_p)}\,dt .
\label{eq:def}
\end{equation}
The equivalent time thus does not depend on the starting thickness. It does depend on $E$ and on the reference temperature, here $T_p$.

Put the peak at $t=0$ and write $T=T_p-\delta(t)$. The integrand is $e^{-\phi}$, with
\begin{equation}
\phi=\frac Ek\left(\frac1T-\frac1{T_p}\right)
=\frac{E}{k}\,\frac{\delta}{T_p(T_p-\delta)}
=\frac{\delta}{\theta}+\frac{\delta^2}{\theta T_p}+\cdots .
\label{eq:phi}
\end{equation}
The last form uses $E/(kT_p^2)=1/\theta$ and the geometric series for $1/(1-\delta/T_p)$. At leading order keep $\delta=ct^2/2$ and the first term:
\begin{equation}
e^{-\phi}\simeq e^{-t^2/(2\sigma^2)},\qquad
\sigma=\sqrt{\frac{\theta}{c}} .
\end{equation}
The limits may be moved to infinity if the spike extends over many $\sigma$ on each side. The Gaussian integral $\int_{-\infty}^{\infty}e^{-t^2/(2\sigma^2)}dt=\sqrt{2\pi}\,\sigma$ then gives
\begin{equation}
t_{\rm eq}\simeq\sqrt{2\pi}\,\sigma
=\sqrt{\frac{2\pi kT_p^2}{Ec}} .
\label{eq:gauss}
\end{equation}
The dimensions agree: $\theta$ is a temperature and $c$ a temperature per time squared.

For the example $\sigma=\sqrt{22.3/80}=0.528$~s and $t_{\rm eq}\simeq1.32$~s. The rectangle had width $2\sqrt2\,\sigma$, which exceeds the Gaussian area by the factor $2\sqrt2/\sqrt{2\pi}=1.13$. At $|t|=\sigma$ the parabola has fallen by $c\sigma^2/2=\theta/2$, whatever the curvature. As long as the top stays parabolic over a drop of order $\theta$, a blunter peak lengthens the growth period but leaves the relevant range of temperature unchanged.

\section{The first correction}

The quadratic expansion is controlled when the higher terms of $\phi$ are small over the width of the Gaussian. Let $\phi_n$ be the $n$th derivative of $\phi$ at the peak, where $\phi_1=0$. Substitute $t=y/\sqrt{\phi_2}$ and define $a_3=\phi_3/\phi_2^{3/2}$ and $a_4=\phi_4/\phi_2^2$. Then
\begin{align}
t_{\rm eq}&=\frac1{\sqrt{\phi_2}}\int e^{-y^2/2}
\exp\left(-\frac{a_3y^3}{6}-\frac{a_4y^4}{24}-\cdots\right)dy\\
&=\frac1{\sqrt{\phi_2}}\int e^{-y^2/2}
\left(1-\frac{a_3y^3}{6}-\frac{a_4y^4}{24}
+\frac{a_3^2y^6}{72}+\cdots\right)dy .
\end{align}
For a fixed temperature history every $\phi_n$ is proportional to $E$. Hence $a_4$ and $a_3^2$ are both of order $1/E$ and must be kept together. The term linear in $a_3$ is odd and integrates to zero, and the remaining terms contribute at order $1/E^2$. The unit Gaussian has the averages $\langle y^4\rangle=3$ and $\langle y^6\rangle=15$, so
\begin{equation}
t_{\rm eq}=\sqrt{\frac{2\pi}{\phi_2}}
\left[1-\frac{\phi_4}{8\phi_2^2}
+\frac{5\phi_3^2}{24\phi_2^3}+O(E^{-2})\right].
\label{eq:laplace}
\end{equation}

Let $\delta_n$ denote the derivatives of the temperature drop at the peak, with $\delta_2=c$. Equation~(\ref{eq:phi}) gives $\phi_2=c/\theta$ and $\phi_3=\delta_3/\theta$. In the fourth derivative the term $\delta^2/(\theta T_p)$ also enters. It begins as $c^2t^4/(4\theta T_p)$, whose fourth derivative is $24/4=6$ times $c^2/(\theta T_p)$. Thus
\begin{equation}
\phi_4=\frac{\delta_4}{\theta}+\frac{6c^2}{\theta T_p},
\end{equation}
and the bracket in (\ref{eq:laplace}) becomes
\begin{equation}
1-\frac{3kT_p}{4E}-\frac{\theta\delta_4}{8c^2}
+\frac{5\theta\delta_3^2}{24c^3}+O(E^{-2}),
\label{eq:corr}
\end{equation}
where $\theta/T_p=kT_p/E$ was used. The first correction comes from the curvature of $1/T$ and remains even if $T(t)$ is an ideal parabola. It is negative because $1/T$ rises faster than its linear approximation as the wafer cools. Here it is $-0.75\times0.0358=-2.7\%$. The other two corrections describe the shape of the spike.

\section{A spike with straight ramps and a rounded top}

A spike with heating rate $u$ far before the peak and cooling rate $v$ far after it can be modelled by
\begin{equation}
\delta(t)=w\ln\left[q\,e^{-ut/w}+p\,e^{vt/w}\right],\qquad
p=\frac{u}{u+v},\quad q=\frac{v}{u+v}.
\label{eq:profile}
\end{equation}
The temperature $w$ measures the rounding. At early times the first exponential dominates and $T$ rises at the rate $u$; at late times the second dominates and $T$ falls at the rate $v$. Since $p+q=1$, $\delta(0)=0$.

The derivatives can be read off by regarding the bracket as an average of $e^{\xi t}$, where $\xi=-u/w$ has weight $q$ and $\xi=v/w$ has weight $p$. Its logarithm generates the cumulants of $\xi$. The mean is $(-qu+pv)/w=0$, so the peak is indeed at $t=0$. The second, third and fourth moments are
\begin{align}
\langle\xi^2\rangle&=\frac{vu^2+uv^2}{(u+v)w^2}=\frac{uv}{w^2},\\
\langle\xi^3\rangle&=\frac{-vu^3+uv^3}{(u+v)w^3}
=\frac{uv(v-u)}{w^3},\\
\langle\xi^4\rangle&=\frac{vu^4+uv^4}{(u+v)w^4}
=\frac{uv(u^2-uv+v^2)}{w^4}.
\end{align}
For zero mean the fourth cumulant is $\langle\xi^4\rangle-3\langle\xi^2\rangle^2$. Multiplying the cumulants by $w$ gives
\begin{equation}
c=\frac{uv}{w},\quad
\delta_3=\frac{uv(v-u)}{w^2},\quad
\delta_4=\frac{uv(u^2-4uv+v^2)}{w^3}.
\end{equation}
The shape terms of (\ref{eq:corr}) then add to
\begin{align}
&\frac{\theta}{24uvw}\left[-3(u^2-4uv+v^2)+5(u-v)^2\right]\nonumber\\
&\qquad=\frac{\theta}{w}\,\frac{u^2+uv+v^2}{12uv}.
\label{eq:shape}
\end{align}
This is positive. For equal ramps it reduces to $\theta/(4w)$, so the Gaussian estimate then requires $w$ to be large compared with $\theta/4$, as well as $kT_p\ll E$. Unequal ramps are more demanding: for $u\gg v$ the term approaches $\theta u/(12vw)$, and $w$ must be large compared with $\theta u/(12v)$. A smooth maximum alone is insufficient: its rounding must be wide on the scale $\theta$.

\subsection{Keeping the whole profile}

If $1/T$ is linearized in $\delta$ but the profile is kept whole, the integral has a closed form. Put $s=w/\theta$. Then
\begin{equation}
t_{\rm eq}\simeq\int_{-\infty}^{\infty}
\left[q\,e^{-ut/w}+p\,e^{vt/w}\right]^{-s}dt .
\end{equation}
Substitute $z=(p/q)e^{(u+v)t/w}$, for which $dt=[w/(u+v)]\,dz/z$. The bracket is $q\,e^{-ut/w}(1+z)$. Because $u/(u+v)=p$, one also has $e^{sut/w}=(qz/p)^{ps}$. Therefore
\begin{align}
t_{\rm eq}&\simeq\frac{w}{u+v}\,q^{-s}\left(\frac qp\right)^{ps}
\int_0^\infty\frac{z^{ps-1}}{(1+z)^s}\,dz\nonumber\\
&=\frac{w}{u+v}\,p^{-ps}q^{-qs}B(ps,qs),
\label{eq:beta}
\end{align}
where $B$ is Euler's beta function and $s-ps=qs$ was used.

For $s\gg1$, Stirling's formula $\Gamma(n)\simeq\sqrt{2\pi}\,n^{n-1/2}e^{-n}$ gives
\begin{equation}
B(ps,qs)\simeq\sqrt{\frac{2\pi}{pqs}}\;p^{ps}q^{qs}.
\end{equation}
The powers cancel. Since $pq(u+v)^2=uv$, what remains is $\sqrt{2\pi w^2/(uvs)}=\sqrt{2\pi\theta/c}$, the Gaussian result.

For $s\ll1$, $B(ps,qs)\simeq1/(ps)+1/(qs)=1/(pqs)$, while $p^{-ps}q^{-qs}\to1$. Then
\begin{equation}
t_{\rm eq}\to\theta\left(\frac1u+\frac1v\right).
\label{eq:sharp}
\end{equation}
This is the sharp spike: each ramp contributes the time it needs to cross $\theta$. The curvature has dropped out. The Gaussian formula fails here, since it tends to zero as $c\to\infty$ although the ramps still take a finite time.

\section{Comparison with the full integral}

Take $u=80$~K/s, $v=40$~K/s and $w=40$~K. The curvature is $80\times40/40=80$~K/s$^2$, and $s=40/22.3=1.79$. The shape correction is
\begin{equation}
\frac{80^2+80\times40+40^2}{12\times80\times40}\,\frac1{1.79}
=0.163 .
\end{equation}
Together with the $-2.7\%$ from $1/T$, the total is $+13.6\%$, which raises 1.32~s to 1.50~s. The beta-function form gives 1.54~s. Simpson integration of the full Arrhenius rate, over the part of the spike above 473.15~K, gives 1.48~s. Relative to this last value, the plain Gaussian is 10.8\% too short.

The full rate places 61\% of the growth within $\pm\sigma$ and 89\% within $\pm2\sigma$. A Gaussian would place 68\% and 95\% there. Here the extra share lies on the cooling side: 26\% of the growth occurs after $+\sigma$ and 13\% before $-\sigma$, against 16\% each for a Gaussian. The asymmetry mostly decides where the excess lies rather than its size. Equal ramps of 56.6~K/s, with the same $c$ and $w$, still give 62.3\% and 90.5\% and an equivalent time of 1.46~s. The main cause is that the parabola gives way to straight ramps. The profile is also lopsided: at $-\sigma$ the temperature is 12.1~K below the peak, and at $+\sigma$ it is 8.8~K below.

The rounding can be varied with both ramp rates, $T_p$ and $E$ held fixed. The times in seconds are then as follows.
\begin{center}
\begin{tabular}{rrrrr}
$w$ (K) & $s$ & Gaussian & Beta form & Full rate\\
2 & 0.09 & 0.296 & 0.883 & 0.829\\
10 & 0.45 & 0.662 & 1.053 & 0.998\\
40 & 1.79 & 1.324 & 1.543 & 1.484\\
160 & 7.17 & 2.647 & 2.757 & 2.677
\end{tabular}
\end{center}
At $w=2$~K the Gaussian misses by nearly a factor of three, whereas the sharp-spike formula gives $22.31(1/80+1/40)=0.837$~s. Its closeness to 0.829~s involves a cancellation: the remaining rounding raises the linearized result to 0.883~s, and the curvature of $1/T$ lowers it again. At $w=160$~K the Gaussian is within about 1\% of the full result. There too, the positive shape correction and the negative $1/T$ correction partly cancel.

The same thermal history has another equivalent time for another process. With $E=3.0$~eV and the profile unchanged, the Gaussian gives 0.94~s and the full rate 1.00~s. Doubling $E$ divides the Gaussian time by $\sqrt2$. The estimate is also better, because $\theta$ is halved and the process samples less of the ramps.

\section{Thickness and the real anneal}

Consider Ni$_2$Si growing from a 10~nm nickel film, with $x_0=2$~nm already present. The rough inputs are $E=1.5$~eV and $K=5$~nm$^2$/s at 300~$^\circ$C. With $E/kT_p=1.5/0.0537=27.93$, the growth constant at the peak is
\begin{equation}
K(T_p)=5\exp\left(27.93\times\frac{50}{573.15}\right)
\simeq57.2\ \text{nm}^2/\text{s}.
\end{equation}
The Gaussian time and the full time give, respectively,
\begin{align}
x&=\sqrt{2^2+57.2\times1.324}=8.9\ \text{nm},\\
x&=\sqrt{2^2+57.2\times1.484}=9.4\ \text{nm}.
\end{align}
The square root turns the 10.8\% error in time into about 5\% in thickness.

The peak temperature matters more than these refinements. At fixed $c$, $d\ln K/dT_p=1/\theta$, whereas (\ref{eq:gauss}) gives $d\ln t_{\rm eq}/dT_p=1/T_p$, smaller by the factor $kT_p/E=0.036$. Shifting the whole profile by $-5$~K or $+5$~K changes the thickness from 9.4~nm to 8.4 or 10.5~nm. Changing $E$ by $-0.1$ or $+0.1$~eV, with $K$ at 300~$^\circ$C held fixed, gives 8.9 or 10.0~nm.

A reaction at the interface adds a resistance in series with diffusion. If it has the same activation energy, the growth law becomes $dx/dt=K/(2x+L)$ with a constant length $L$. Multiplying by $2x+L$ and integrating gives
\begin{equation}
x^2+Lx=x_0^2+Lx_0+K(T_p)t_{\rm eq}.
\end{equation}
For an assumed $L=2$~nm the right-hand side is $4+4+84.9=92.9$~nm$^2$, and the positive root is $x=8.7$~nm. This reduction is larger than the error of the Gaussian estimate. The value of $L$ is only an illustration: $L=20$~nm would give 5.1~nm. In films this thin the interface step can be as limiting as diffusion, and the thicknesses above hold only if $L$ is small compared with $2x$. If the reaction has its own activation energy, $L$ varies during the spike and a single equivalent time no longer suffices.

Two further thermal effects are smaller here. A 10~s stabilization hold at 200~$^\circ$C before the spike adds only 0.0014~s of equivalent time. If the cooling rate decreases in proportion to the temperature excess over an ambient of 300~K, starting from the same peak shape, numerical integration gives 1.52~s instead of 1.48~s.

These settings represent a low-temperature nickel silicide anneal, not a calibrated recipe. The growth constant depends on the film's microstructure, so $K$ should be measured for the film in use. A cooling rate of 40~K/s is fast for so low a peak, where radiation is weak, and calls for strong gas or contact cooling. In the Gaussian regime, halving $v$ at fixed $u$ and $w$ halves $c$ and lengthens the time by $\sqrt2$; for the present profile the full integral grows by a factor of 1.50. Real films also break the assumption of unlimited metal. With roughly 1.5~nm of Ni$_2$Si formed per nanometre of nickel, the 10~nm film can supply about 15~nm. The calculated 9.4~nm lies below this cap, but a longer or hotter spike could reach it (with $v=7.5$~K/s, about what radiation alone can give a standard wafer at this temperature, the same model yields 4.3~s and 15.8~nm), and the parabolic law for Ni$_2$Si would then cease to apply.
